# Why cotunneling enhances magnetoresistance in a ferromagnetic single-electron device

**Question.** A small ferromagnetic island is joined by tunnel junctions to two ferromagnetic leads. The lead moments stay parallel to each other, and the island moment can be reversed. Why does this reversal change the resistance more strongly deep in Coulomb blockade than when electrons cross the island one at a time, and by how much?

## The mechanism

In sequential tunneling an electron enters the island through one junction, and a later, separate event carries an electron out through the other. The junctions act in series, so their resistances add. Reversing the island scales both resistances by one factor, and the total scales by that same factor.

Deep in blockade, a single event costs a charging energy that the thermal bath rarely supplies. Current can still flow by cotunneling: one electron enters and another leaves within one quantum process, and the charged island appears only as a virtual state. The rate needs both tunneling events together, so it contains the product of the junction conductances. The reversal factor then enters twice.

Blockade therefore does not make a junction more spin selective. It suppresses the process in which resistances add and leaves one in which conductances multiply.

## One junction

Take collinear moments, spin-conserving tunneling, a spin-independent matrix element $t_j$ and flat densities of states. Electrode $a$ has total density $N_a$, divided into $N_a(1\pm P)/2$ for majority and minority spins, with the same $P$ in all three electrodes. For an energy gain $W$, the golden rule contains

$$h(W)=\int d\varepsilon\,f(\varepsilon)[1-f(\varepsilon+W)]
=\int d\varepsilon\,\frac{f(\varepsilon)-f(\varepsilon+W)}{1-e^{-W/kT}}
=\frac{W}{1-e^{-W/kT}},$$

where $f$ is the Fermi function. Forward minus reverse gives $h(W)-h(-W)=W$. With $W=eV$, the conductance of junction $j$ is

$$G_j=\frac{2\pi e^2}{\hbar}|t_j|^2\sum_\sigma N_{j\sigma}N_{I\sigma}.$$

When the island is parallel to the leads (P), the spin sum is proportional to $(1+P)^2+(1-P)^2=2(1+P^2)$. When it is antiparallel (AP), each spin contributes $(1+P)(1-P)$, and the sum is $2(1-P^2)$. Hence

$$G_j^{P}=G_{0j}(1+P^2),\qquad G_j^{AP}=G_{0j}(1-P^2),\qquad r\equiv\frac{G_j^P}{G_j^{AP}}=\frac{1+P^2}{1-P^2}.$$

The magnetoresistance is defined as $\mathrm{MR}=R_{AP}/R_P-1=G_P/G_{AP}-1$, where $G_P$ and $G_{AP}$ now refer to the whole device.

## Sequential transport: one factor of $r$

Let $U(n)$ be the electrostatic energy with $n$ excess electrons, $p_n$ the probability of that state, and $\Delta_n=U(n+1)-U(n)$. If lead $j$ has chemical potential $\mu_j$, the rate onto the island is $(G_j/e^2)\gamma(\Delta_n-\mu_j)$, with $\gamma(x)=x/(e^{x/kT}-1)$. The opposite rate contains $\gamma(-x)=e^{x/kT}\gamma(x)$.

Write the probability ratio near equilibrium as $p_{n+1}/p_n=e^{-(\Delta_n-\phi_n)/kT}$, which defines $\phi_n$. To first order in the bias, the net flux through junction $j$ between states $n$ and $n+1$ is

$$J_{jn}=\frac{G_j}{e^2}\gamma(\Delta_n)p_n\left[1-e^{(\phi_n-\mu_j)/kT}\right]
\simeq\frac{G_j}{e^2}\frac{\gamma(\Delta_n)p_n}{kT}(\mu_j-\phi_n).$$

The charge states form a chain, so a steady state has no net flux across any link: $J_{1n}+J_{2n}=0$. This gives $\phi_n=(G_1\mu_1+G_2\mu_2)/(G_1+G_2)$, the same for every $n$. Substituting it into $J_{1n}$, with $\mu_1-\mu_2=eV$, and summing over $n$ gives

$$G_{seq}=\frac{G_1G_2}{G_1+G_2}\sum_n p_n\frac{x_n}{e^{x_n}-1},\qquad x_n=\frac{\Delta_n}{kT}.$$

If the reversal leaves the charging energies unchanged, the thermal sum cancels from the MR. The prefactor scales as one power of the junction conductances, so

$$\mathrm{MR}_{seq}=r-1=\frac{2P^2}{1-P^2}.$$

This holds even where the sequential current is thermally activated. Suppressing the current is not enough to enhance the MR; the transport process must change.

## Cotunneling: two factors of $r$

Let $E_1$ be the cost of adding an island electron and $E_2$ the cost of removing one. Consider the transfer of an electron from lead orbital $k$ to empty island orbital $q$, and of another from filled island orbital $q'$ to orbital $p$ in the second lead. The operators are $c_q^\dagger c_k$ and $c_p^\dagger c_{q'}$. They are bilinear in fermion operators and involve four different orbitals, so they commute. The two time orders reach the same final state with the same sign. Each energy denominator is initial minus intermediate energy, hence negative:

$$A=-t_1t_2\left(\frac1{E_1}+\frac1{E_2}\right).$$

Here $kT$ and $eV$ are small compared with $E_1$ and $E_2$, so excitation energies in the denominators are neglected.

The process is inelastic because it leaves an electron in $q$ and a hole in $q'$. The entering spin $\sigma$ and the leaving spin $\sigma'$ are independent, and different pairs label different final states. Probabilities are therefore summed over both:

$$\sum_{\sigma\sigma'}N_{1\sigma}N_{I\sigma}N_{I\sigma'}N_{2\sigma'}
=\left(\sum_\sigma N_{1\sigma}N_{I\sigma}\right)\left(\sum_{\sigma'}N_{I\sigma'}N_{2\sigma'}\right).$$

This factorization is the origin of the enhancement. Replacing each $|t_j|^2\sum NN$ by $\hbar G_j/(2\pi e^2)$ in the golden rule gives

$$\Gamma(W)=\frac{2\pi}{\hbar}\left(\frac{\hbar}{2\pi e^2}\right)^2G_1G_2\left(\frac1{E_1}+\frac1{E_2}\right)^2F(W)
=\frac{\hbar G_1G_2}{2\pi e^4}\left(\frac1{E_1}+\frac1{E_2}\right)^2F(W).$$

The phase space $F$ divides the energy $W=eV$ between the two tunneling events, assuming a thermalized island with a nearly continuous spectrum:

$$F(W)=\int_{-\infty}^{\infty}d\omega\,h(\omega)h(W-\omega).$$

With $b(\omega)=1/(e^{\omega/kT}-1)$, we have $h(\omega)=\omega[1+b(\omega)]$. The identity

$$[1+b(\omega)][1+b(W-\omega)]=\frac{1+b(\omega)+b(W-\omega)}{1-e^{-W/kT}}$$

turns $F$ into $K(W)/(1-e^{-W/kT})$, where $K=\int d\omega\,\omega(W-\omega)[1+b(\omega)+b(W-\omega)]$. For $W>0$, use $\tfrac12+b(\omega)=\mathrm{sgn}(\omega)[\tfrac12+b(|\omega|)]$. The constant parts cancel outside $0<\omega<W$ and contribute $\int_0^W\omega(W-\omega)d\omega=W^3/6$. The first thermal part is

$$\int_{-\infty}^{\infty}|\omega|(W-\omega)b(|\omega|)\,d\omega
=2W\int_0^\infty\omega b(\omega)\,d\omega=\frac{\pi^2}{3}(kT)^2W,$$

because the term odd in $\omega$ vanishes. The second thermal part is equal to it, by $\omega\to W-\omega$. Therefore

$$K(W)=\frac{W}{6}\left[W^2+(2\pi kT)^2\right].$$

Exchanging initial and final states gives $F(-W)=e^{-W/kT}F(W)$, so $F(W)-F(-W)=K(W)$. The net current is

$$I=\frac{\hbar G_1G_2}{12\pi e^3}\left(\frac1{E_1}+\frac1{E_2}\right)^2eV\left[(eV)^2+(2\pi kT)^2\right],$$

and its linear conductance is

$$G_{in}=\frac{\pi\hbar}{3e^2}G_1G_2(kT)^2\left(\frac1{E_1}+\frac1{E_2}\right)^2.$$

Everything except $G_1G_2$ is unchanged by the reversal. Thus

$$\mathrm{MR}_{in}=r^2-1=\frac{(1+P^2)^2-(1-P^2)^2}{(1-P^2)^2}=\frac{4P^2}{(1-P^2)^2}.$$

Relative to the sequential MR, the gain is $2/(1-P^2)$. It tends to 2 for weak polarization, where two small fractional changes add. As $P\to1$ the formula diverges because the lowest-order AP conductance vanishes. It then fails once neglected processes, such as spin-flip tunneling, compete with that small conductance.

A direct enumeration of many-electron states tests the signs and the factorization. Each electrode has three majority orbitals and one minority orbital of each required occupation, so $P=0.5$. The summed probabilities are 225 and 81, and their ratio gives an MR of 177.78%, as the formula predicts.

## Why the island must be magnetic, and where spin accumulation enters

Let $g_{j\sigma}$ be the spin-resolved junction conductance. One cotunneling event adds spin $\sigma$ and removes $\sigma'$, so net spin injection is proportional to

$$\sum_{\sigma\sigma'}(\sigma-\sigma')g_{1\sigma}g_{2\sigma'}.$$

This vanishes if $g_{1\uparrow}/g_{1\downarrow}=g_{2\uparrow}/g_{2\downarrow}$. In P both ratios are $(1+P)^2/(1-P)^2$; in AP both are 1. With parallel leads of equal polarization, neither configuration drives spin accumulation in this model.

Antiparallel leads are different. With the island parallel to the entrance lead, the same enumeration gives a mean island spin change of 0.800, in units of $\hbar/2$, per event. Neglecting accumulation then requires fast spin relaxation.

If the island is nonmagnetic, $\sum_\sigma N_{j\sigma}N_{I\sigma}$ does not depend on the direction of the lead moment. Without accumulation, reversing a lead then gives zero inelastic MR. In that limit, inelastic cotunneling amplifies a spin dependence already present in each junction; it does not create one. If spin relaxation is slow, accumulation on the island can make the current depend on the lead alignment.

## The lower limit: elastic cotunneling

At sufficiently low temperature, another process takes over. In elastic cotunneling both tunneling events use the same island orbital, whose occupation ends as it began, so the island is left unexcited. One spin label now applies to both junctions, and the spin sum no longer factorizes.

The amplitude is a coherent sum over island levels. Cross terms vanish on averaging only if the tunneling phases of the contributing levels are uncorrelated. This requires $E_1$ and $E_2$ to be small compared with the Thouless energy $E_{Th}\sim\pi^2\hbar D/L^2$ of an island of size $L$ and diffusion constant $D$. For larger charging costs and junctions on opposite sides of the island, the cross terms cancel part of the sum, and the result depends on $D$, which differs between the spins. With uncorrelated phases,

$$\langle|A_\sigma|^2\rangle=|t_1t_2|^2N_{I\sigma}\left[\int_0^\infty\frac{d\varepsilon}{(E_1+\varepsilon)^2}+\int_0^\infty\frac{d\varepsilon}{(E_2+\varepsilon)^2}\right]
=|t_1t_2|^2N_{I\sigma}\left(\frac1{E_1}+\frac1{E_2}\right).$$

Using $G_{el}=(2\pi e^2/\hbar)\sum_\sigma N_{1\sigma}N_{2\sigma}\langle|A_\sigma|^2\rangle$ and eliminating the matrix elements in favour of $g_{j\sigma}$,

$$G_{el}=\frac{\hbar}{2\pi e^2}\left(\frac1{E_1}+\frac1{E_2}\right)\sum_\sigma\frac{g_{1\sigma}g_{2\sigma}}{N_{I\sigma}}.$$

The spin sum is proportional to $N_{1\sigma}N_{2\sigma}N_{I\sigma}$. In P this gives $(1+P)^3+(1-P)^3=2+6P^2$. In AP it gives $(1+P)^2(1-P)+(1-P)^2(1+P)=2(1-P^2)$. The ratio of averaged conductances yields

$$\mathrm{MR}_{el}=\frac{1+3P^2}{1-P^2}-1=\frac{4P^2}{1-P^2}.$$

This is smaller than the inelastic value by the factor $1-P^2$. The ordering is specific to this model, in which one $P$ sets both the junction conductances and the island level densities. If $g_{j\sigma}$ keeps $P=0.4$ while $N_{I\sigma}\propto1\pm Q$, the formula for $G_{el}$ gives an MR of 76% at $Q=0.4$ but 181% at $Q=0$, and it exceeds the inelastic value once $Q$ falls below about 0.35. In real ferromagnets the tunneling and density-of-states polarizations generally differ, so the elastic MR can lie on either side of the inelastic one. It is an ensemble result. If each lead couples to the island through a single mode, an individual island can deviate strongly, even in the sign of the MR; many independent lead modes average these deviations out. The elastic values below are ensemble averages.

Bias can distinguish the two processes. Differentiating the inelastic current gives a conductance proportional to $3(eV)^2+(2\pi kT)^2$, while the elastic conductance is constant at leading order. Raising a small bias can therefore restore inelastic dominance and its MR of $r^2-1$, provided $eV$ remains well below the charging costs.

## Numbers for a symmetric device

Take $P=0.4$, $E_1=E_2=E_C=10$ meV and $1/G_0=500$ kΩ for each junction. The mean island level spacing per spin is $\delta=0.001$ meV, so $N_{I\sigma}=(1\pm P)/\delta$. The junction conductances are 2320 nS in P and 1680 nS in AP, with $r=1.381$. The junction resistances far exceed $h/e^2=25.8$ kΩ, as the lowest-order treatment requires.

The three limiting MR values are 38.1% for sequential, 90.7% for inelastic and 76.2% for elastic transport. At 4 K, $kT=0.3447$ meV and

$$G_{in}^{P}=\frac{\pi}{3}(4108.2\,\Omega)(2.320\times10^{-6}\,\mathrm S)^2(0.3447\,\mathrm{meV})^2\left(\frac{2}{10\,\mathrm{meV}}\right)^2
=0.110\,\mathrm{nS}.$$

The AP value is 0.0577 nS. Their ratio is 1.907, which is $r^2$. Keeping thermal excitation energies in the denominators raises both values by about 2% at 4 K (0.112 nS in P) and leaves the ratio unchanged.

Adding the three conductances gives an interpolation between the regimes:

| $T$ (K) | Sequential, P (nS) | Inelastic, P (nS) | Total MR (%) |
|---:|---:|---:|---:|
| 0.1 | negligible | 0.000069 | 78.2 |
| 1 | negligible | 0.0069 | 89.9 |
| 4 | $1.7\times10^{-8}$ | 0.110 | 90.7 |
| 12 | 1.42 | 0.99 | 55.8 |
| 20 | 40.5 | 2.75 | 40.6 |

The elastic contribution in P is 0.00039 nS in the low-temperature approximation used here. Equating it to $G_{in}$ gives

$$kT=\left[\frac{3\delta E_C(1+3P^2)}{8\pi^2(1+P^2)^2}\right]^{1/2}\simeq0.020\,\mathrm{meV},$$

or 0.237 K. This explains the lower MR at 0.1 K within the model. The elastic numbers assume $E_C\ll E_{Th}$. A metal island with this level spacing has a radius of roughly 15 to 22 nm, and for $D=10^{-4}$ to $10^{-3}\,\mathrm{m^2/s}$ its $E_{Th}$ is only about 0.3 to 7 meV. For junctions on opposite sides, its elastic conductance and this crossover temperature would be lower than quoted, and its elastic MR would differ. At the upper end, the sequential and inelastic contributions in P are equal near 11.4 K.

The 12 K value shows how the processes mix. In AP, the sequential part falls to $1.416/1.381=1.025$ nS and the inelastic part to $0.990/1.907=0.519$ nS. With the small elastic parts included, the MR is about $2.407/1.545-1=0.56$. Near and above this crossover the sum is only an estimate, because constant denominators and lowest-order rates lose accuracy. Full denominators, with the poles treated as finite parts, raise $G_{in}$ by about 27% at 12 K. This moves the MR there to about 59% and the crossover to about 11.8 K. The enhanced value is most secure on the plateau around 1 to 4 K, where inelastic cotunneling carries most of the current.

Constant denominators are also adequate at small bias. At zero temperature, with the voltage divided equally, the virtual costs are $E_C\pm u$, where $u=\omega-eV/2$. Expanding the squared denominator sum gives $(4/E_C^2)(1+2u^2/E_C^2)$. The phase-space weight $\omega(eV-\omega)$ gives $\langle u^2\rangle=(eV)^2/20$, so the current is multiplied by $1+(eV)^2/(10E_C^2)$. At $eV=0.2E_C$ the integral with full denominators gives 1.0040, a correction of 0.4%. The correction does not depend on spin, so it changes the current but not the inelastic MR at this order. The numerical output lists further temperatures and the test values.

## Computed results

```
Polarization P = 0.40 (dimensionless)
Charging cost E1 = E2 = 10.0 meV
Island level spacing per spin = 0.001 meV
Reference junction resistance 1/G0 = 500 kohm
hbar/e^2 = 4108.2 ohm
h/e^2 = 25.813 kohm
Junction conductance, P = 2320.0 nS
Junction conductance, AP = 1680.0 nS
Junction conductance ratio P/AP = 1.3810
Sequential MR = 38.10 %
Inelastic cotunneling MR = 90.70 %
Elastic cotunneling MR = 76.19 %
Inelastic/sequential MR = 2.3810
Thermal energy at 4 K = 0.3447 meV
Inelastic conductance at 4 K, P = 0.11005 nS
Inelastic conductance at 4 K, AP = 0.05771 nS
Sequential = inelastic (P) at T = 11.40 K
Inelastic = elastic (P) at T = 0.237 K
T (K); P conductances seq, inelastic, elastic (nS); total MR (%)
 0.05  0.000e+00  1.720e-05  3.871e-04  76.76
 0.10  0.000e+00  6.878e-05  3.871e-04  78.24
 0.30  9.128e-163  6.190e-04  3.871e-04  84.85
 1.00  1.077e-45  6.878e-03  3.871e-04  89.87
 4.00  1.693e-08  1.100e-01  3.871e-04  90.65
 8.00  1.688e-02  4.402e-01  3.871e-04  88.05
10.00  2.457e-01  6.878e-01  3.871e-04  73.33
12.00  1.416e+00  9.904e-01  3.871e-04  55.78
15.00  7.834e+00  1.548e+00  3.871e-04  44.68
20.00  4.054e+01  2.751e+00  3.871e-04  40.56
Fock test: P = 0.50, inelastic MR = 177.78 %
Fock probability sums P, AP = 225.00, 81.00 (arb. units)
Spin change per event, P and AP = 0.000, 0.000 (units hbar/2)
Spin change per event, opposed leads = 0.800 (units hbar/2)
Nonmagnetic-island inelastic MR = 0.00 %
Master-equation MR at kT/E_C = 0.2, 5 (gate offset 0.15): 38.10, 38.10 %
Random-phase elastic MR = 76.87 %
Current correction at eV/E_C = 0.2, T = 0: 1.00403 (factor)
```
